# Quadratic Decay Rate of Low-Energy Quasiparticles in a Three-Dimensional Fermi Liquid

## Two widths for one electron

Put an electron 0.5 eV above the Fermi level of an electron gas about as dense as a simple metal. In the model worked out below, making electron-hole pairs gives its level a width of 1.9 meV. If the same interaction could also scatter electrons into states that are already filled, the width would be 1.95 eV, a thousand times larger. The interaction is the same in the two cases, and its mean squared amplitude differs by only a few per cent between them. Nearly all of the factor therefore comes from the number of final states.

The result to be derived is that the rate of this decay at zero temperature is proportional to the square of the excitation energy, when that energy is small compared with the Fermi energy.

## Assumptions and the golden rule

The derivation uses Hartree atomic units, $\hbar=m_e=e=1$. The liquid is normal (no pairing gap) and has a spherical Fermi surface of radius $k_F$. Its quasiparticles have energy $\varepsilon_k=k^2/2m$, and $\mu=k_F^2/2m$. For another isotropic band, the leading result needs only the slope at the surface, as shown below.

One electron $\mathbf k$ with energy $\mu+\xi$, $\xi>0$, is added to the filled sphere. It collides with an electron $\mathbf p$ from inside, and both end in empty states:
$$\mathbf k+\mathbf p\to\mathbf k'+\mathbf p',\qquad p<k_F,\quad k',p'>k_F .$$
The vacancy at $\mathbf p$ is the hole. In a volume $V$ the matrix element is $A/V$. Each free momentum sum gives $V/(2\pi)^3$ times an integral, so the volume cancels and the golden rule reads
$$\Gamma=2\pi\int\frac{d^3p\,d^3k'}{(2\pi)^6}\,w\,\delta(\varepsilon_k+\varepsilon_p-\varepsilon_{k'}-\varepsilon_{p'}),\qquad w=|A_{\uparrow\downarrow}|^2+\tfrac12|A_{\uparrow\uparrow}|^2 .$$
The two terms are the two spins of the partner. For equal spins, exchanging $\mathbf k'$ and $\mathbf p'$ gives the same final state, and the factor ½ removes this double counting. For opposite spins the two final electrons are distinguishable.

Here $\Gamma$ is the decay rate of the occupation, which falls as $e^{-\Gamma t}$. The amplitude falls as $e^{-\Gamma t/2}$, and the full width of the level at half height is $\hbar\Gamma$.

## Energies as integration variables

Let $\mathbf P=\mathbf k+\mathbf p$. At fixed $k$ and $p$, $P^2=k^2+p^2+2kp\cos\theta$, so $P\,dP=kp\,|d\cos\theta|$. With $p\,dp=m\,d\varepsilon_p$,
$$d^3p=p^2dp\,|d\cos\theta|\,d\phi_p=\frac mk\,d\varepsilon_p\,P\,dP\,d\phi_p .$$
Now hold $\mathbf P$ fixed and let $\alpha$ be the angle between $\mathbf k'$ and $\mathbf P$. Since $p'^2=P^2+k'^2-2Pk'\cos\alpha$, we have $p'dp'=Pk'\,|d\cos\alpha|$ at fixed $k'$, and
$$d^3k'=k'^2dk'\,|d\cos\alpha|\,d\phi=\frac{m^2}{P}\,d\varepsilon_{k'}\,d\varepsilon_{p'}\,d\phi .$$
In the product, $P$ cancels. By isotropy $w$ does not depend on $\phi_p$, whose integral gives $2\pi$. The prefactor is $(2\pi)^2/(2\pi)^6=1/16\pi^4$:
$$\Gamma=\frac{m^3}{16\pi^4k}\int d\varepsilon_p\,d\varepsilon_{k'}\,d\varepsilon_{p'}\,\delta(\cdots)\int dP\int_0^{2\pi}d\phi\;w .$$

The range of $P$ follows from two triangles. The first, with sides $k,p,P$, demands $k-p\le P\le k+p$. The second demands $|k'-p'|\le P\le k'+p'$. Energy conservation gives $k^2+p^2=k'^2+p'^2$. Because $k'$ and $p'$ both exceed $p$, both are also smaller than $k$. Two squares with a given sum have the larger product when they lie closer together, so $k'p'>kp$. Then
$$(k'-p')^2=k^2+p^2-2k'p'<(k-p)^2,\qquad (k'+p')^2>(k+p)^2 .$$
The second condition is therefore met whenever the first is, and $P$ covers an interval of length $2p$.

## The triangle of energies

Measure all energies from the Fermi level: $\eta=\mu-\varepsilon_p$ for the hole, $\xi_1$ and $\xi_2$ for the final electrons. All three are positive, and
$$\xi_1+\xi_2+\eta=\xi .$$
For given $\eta$, the delta function fixes $\xi_2$, and $\xi_1$ runs from 0 to $\xi-\eta$. The remaining area is
$$\int_0^\xi(\xi-\eta)\,d\eta=\frac{\xi^2}{2}.$$
This is the origin of the square. One factor of $\xi$ counts the electrons close enough to the surface to be struck. The other counts the ways of sharing the energy between the two final electrons. Since the three energies enter symmetrically, each is $\xi/3$ on average at leading order.

For a constant $w$ the other integrals give $2p\cdot2\pi$, and for $\xi\le\mu$ no further approximation is needed:
$$\Gamma=\frac{m^3w}{8\pi^3}\,\frac2k\int_0^\xi(\xi-\eta)\,p(\eta)\,d\eta,\qquad p(\eta)=k_F\sqrt{1-\eta/\mu}.$$
The bound on $\xi$ is there because a hole cannot lie deeper than $\mu$. For small $\xi/\mu$, $1/k\simeq(1-\xi/2\mu)/k_F$ and $p\simeq k_F(1-\eta/2\mu)$. With $\int_0^\xi(\xi-\eta)\eta\,d\eta=\xi^3/6$,
$$\Gamma\simeq\frac{m^3w\,\xi^2}{8\pi^3}\Big(1-\frac{\xi}{2\mu}\Big)\Big(1-\frac{\xi}{6\mu}\Big)\simeq\frac{m^3w\,\xi^2}{8\pi^3}\Big(1-\frac{2\xi}{3\mu}\Big).$$
Thus the square arises even when the interaction has no energy or angle dependence at all.

## Amplitudes that depend on angle

Suppose now that $w$ is bounded and, as $\xi\to0$ at fixed $P$ and $\phi$, tends to a limit for almost all angles. Write the energies as fractions of $\xi$. The triangle then has a fixed shape, $\xi^2$ stands in front, and boundedness allows the limit to be taken inside the integral. All four momenta go to length $k_F$, and $P$ runs from 0 to $2k_F$. With $P=2k_Fz$,
$$\Gamma\to\frac{m^3}{16\pi^4k_F}\,\frac{\xi^2}{2}\,2k_F\int_0^1dz\int_0^{2\pi}d\phi\,w=\frac{m^3\langle w\rangle}{8\pi^3}\,\xi^2,\qquad \langle w\rangle=\int_0^1dz\int_0^{2\pi}\frac{d\phi}{2\pi}\,w .$$
This is the stated law, provided $\langle w\rangle\ne0$. For a band that is not parabolic, $k\,dk\to k_F\,d\varepsilon/v_F$ near the surface. The same leading result follows with $m=k_F/v_F$, where $v_F$ is the Fermi velocity.

The average has a simple geometry. The relative momenta $\mathbf r=(\mathbf k-\mathbf p)/2$ and $\mathbf r'=(\mathbf k'-\mathbf p')/2$ are now perpendicular to $\mathbf P$, have length $k_F\sqrt{1-z^2}$, and enclose the angle $\phi$. The direct and exchange momentum transfers are $\mathbf q=\mathbf k-\mathbf k'=\mathbf r-\mathbf r'$ and $\mathbf q_x=\mathbf k-\mathbf p'=\mathbf r+\mathbf r'$, so
$$\frac{q}{2k_F}=\sqrt{1-z^2}\,\Big|\sin\frac\phi2\Big|,\qquad\frac{q_x}{2k_F}=\sqrt{1-z^2}\,\Big|\cos\frac\phi2\Big| .$$
Together with $z$, these are the absolute components of a unit vector. On a unit sphere the area between heights $z$ and $z+dz$ is $2\pi\,dz$, so uniform $z$ and uniform azimuth mean a uniform distribution over the sphere. Each component is then distributed like $z$: the transfer $q/2k_F$ is uniform between 0 and 1.

## A screened Coulomb interaction

A number requires an amplitude. Take the Born approximation with a static screened potential. A test electron creates the potential energy $W$, which lowers the density by $NW$, where $N=dn/d\mu$. From $n=k_F^3/3\pi^2$ follows $N=mk_F/\pi^2$. Poisson's equation $q^2W=4\pi(1-NW)$ gives the Thomas-Fermi form
$$W(q)=\frac{4\pi}{q^2+q_s^2},\qquad q_s^2=4\pi N=\frac{4mk_F}{\pi}.$$
The amplitudes are $A_{\uparrow\downarrow}=W(q)$ and $A_{\uparrow\uparrow}=W(q)-W(q_x)$. Let $x=q/2k_F$, $y=q_x/2k_F$, $a=2k_F/q_s$ and $f(x)=1/(1+a^2x^2)$. Because $x$ and $y$ have equal distributions,
$$\langle w\rangle=\Big(\frac{4\pi}{q_s^2}\Big)^2F,\qquad F=2\langle f(x)^2\rangle-\langle f(x)f(y)\rangle .$$

For the first average, note that
$$\frac{d}{dx}\,\frac{x}{1+a^2x^2}=\frac{1-a^2x^2}{(1+a^2x^2)^2}=2f^2-f .$$
Integration from 0 to 1 gives
$$2\langle f^2\rangle=\frac1{1+a^2}+\frac{\arctan a}{a}.$$

For the second, hold $y$ fixed and set $x=\sqrt{1-y^2}\cos\psi$, with $\psi$ uniform on $[0,\pi/2]$. With $b^2=a^2(1-y^2)$ and $t=\tan\psi$,
$$\frac2\pi\int_0^{\pi/2}\frac{d\psi}{1+b^2\cos^2\psi}=\frac2\pi\int_0^\infty\frac{dt}{1+b^2+t^2}=\frac1{\sqrt{1+b^2}} .$$
In the remaining integral over $y$, substitute $ay=\sqrt{1+a^2}\,\sin\tau$. The root cancels against $dy$. Then set $s=\tan\tau$, whose upper limit is $a$:
$$\langle f(x)f(y)\rangle=\frac1a\int\frac{d\tau}{1+(1+a^2)\sin^2\tau}=\frac1a\int_0^a\frac{ds}{1+(2+a^2)s^2}=\frac{\arctan(a\sqrt{2+a^2})}{a\sqrt{2+a^2}} .$$
Hence
$$\Gamma=C\xi^2,\qquad C=\frac{2m^3}{\pi q_s^4}F,\qquad F=\frac1{1+a^2}+\frac{\arctan a}{a}-\frac{\arctan(a\sqrt{2+a^2})}{a\sqrt{2+a^2}} .$$

Two limits show what this means. For $a\to0$ the range of the potential is short compared with the electron wavelength, and $F\to1+1-1=1$. Equal spins then do not scatter, and $w$ is the constant $W^2$. For $a\to\infty$, $F\to\pi/2a$ and
$$C\to\frac{m^3}{2k_Fq_s^3}.$$
If screening is switched off at fixed $k_F$, this diverges. The bare Coulomb amplitude is unbounded at small $q$, so the condition for the square law fails.

## The example in numbers

Take $m=1$ and a density parameter of 2 bohr, the radius of the sphere that holds one electron on average. Then $k_F=(9\pi/4)^{1/3}/2=0.9596$ per bohr, $\mu=12.5$ eV, $q_s=1.105$ per bohr and $a=1.736$. The three terms of $F$ give
$$F=0.249+0.604-0.339=0.514 .$$
For $m=1$, $q_s^4=16k_F^2/\pi^2$, so
$$C=\frac{\pi F}{8k_F^2}=\frac{\pi\times0.514}{8\times0.921}=0.219\ \text{per hartree},$$
or 8.05 meV/eV². At $\xi=0.5$ eV the square law gives $\hbar\Gamma=8.05\times0.25=2.01$ meV. The lifetime is $\hbar/(2.01\ \text{meV})=327$ fs, and the path covered at the Fermi velocity in that time is about 690 nm. The width is 0.4 % of the excitation energy. As $\Gamma/\xi=C\xi$, this fraction vanishes at the Fermi surface, which is why the quasiparticle is a useful notion there.

To go beyond small $\xi$, integrate the golden rule as it stands. At fixed $\mathbf P$ the pair energy is $P^2/4m+r'^2/m$, and the delta function fixes $r'=r$:
$$\int r'^2dr'\,\delta\Big(\frac{r'^2-r^2}{m}\Big)=\frac{mr}{2},\qquad \Gamma=\frac{2\pi}{(2\pi)^6}\int d^3p\,\frac{mr}{2}\int d\Omega'\,w ,$$
with the conditions $p<k_F$ and $k',p'>k_F$. Summation over 262,144 quasi-random points, with the same potential, gives:

| $\xi$ (eV) | square law (meV) | full integral (meV) |
|---|---|---|
| 0.25 | 0.50 | 0.49 |
| 0.5 | 2.01 | 1.94 |
| 1 | 8.0 | 7.5 |
| 2 | 32 | 28 |

At 0.5 eV the full width is 3.7 % below the law. A constant amplitude would account for 2.6 % (to first order, $2\xi/3\mu=2.7$ %). The rest comes from the momentum dependence of $W$. Between $\xi/\mu=0.01$ and 0.02 the full integral grows with a local exponent of 1.99.

Dropping the conditions on $k'$ and $p'$ removes Pauli blocking of the final states. The integrand then stays positive over the whole sphere of partners, so the rate has a nonzero limit as $\xi\to0$. Its value at 0.5 eV corresponds to 1.95 eV. This is a count of what blocking removes, not a prediction for any metal. The reduction by a factor of a thousand is of the order of $(\xi/\mu)^2=0.0016$.

## A metal film on a resist

In electron-beam lithography a thin metal film can drain charge from an insulating resist. The density chosen here is roughly that of aluminium; its density parameter of 2.07 bohr would raise $C$ by 8 %, to 8.7 meV/eV², and shorten the path to about 610 nm. A rough film thickness is 10 nm. A straight crossing at the Fermi velocity covers 1.5 % of the 690 nm path, so in this model a 0.5 eV electron seldom makes a pair on one pass. In the resist itself the law does not apply: a free pair costs at least the gap, so an electron with less energy than that above the conduction-band edge cannot create one. The model also leaves out phonons, which scatter electrons in a real film.

Their effect can be estimated with one mode of energy $\Omega=30$ meV and coupling $\lambda=0.4$, both rough. Let emission and absorption contribute widths $\pi\lambda\Omega(n+1)$ and $\pi\lambda\Omega n$, which defines $\lambda$ here. At 300 K the mode occupation is $n\simeq0.46$, and the total is
$$\pi\lambda\Omega(2n+1)=\pi\times0.4\times30\times1.91\simeq72\ \text{meV},$$
about 36 times the pair width. Of these two channels, phonons thus dominate the event rate at 0.5 eV, and with both included the path between collisions shrinks to some 20 nm. Scattering at surfaces, grain boundaries and impurities is not included. The square law, extrapolated, reaches 72 meV near 3 eV, where it already overestimates the pair rate.

Energy loss compares differently. A phonon event changes the energy by only 30 meV, and absorption offsets part of the emission. The net loss is $\pi\lambda\Omega^2/\hbar\simeq1.7$ eV/ps. In a pair event, a final electron keeps $\xi/3$ on average, so the loss is $\tfrac23\xi\Gamma\simeq1.0$ eV/ps. The two channels are comparable here, although their event rates are not.

## How firm the coefficient is

The following changes are relative to the square law at 0.5 eV, each made alone.

**Temperature.** At 300 K the triangle area is replaced by
$$\int\!\!\int d\xi_1d\xi_2\,[1-f_T(\xi_1)][1-f_T(\xi_2)]\,f_T(\xi_1+\xi_2-\xi),$$
where $f_T$ is the Fermi function. Summed on a grid, it raises the pair rate by 2.6 %.

**Screening at finite $q$.** Thomas-Fermi theory uses the response to a slowly varying potential. First-order perturbation theory for static $W$ multiplies $N$ by
$$g(x)=\frac1{2x}\int_0^1t\ln\Big|\frac{t+x}{t-x}\Big|dt=\frac12+\frac{1-x^2}{4x}\ln\Big|\frac{1+x}{1-x}\Big| .$$
The integral comes from summing $2/(\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_p)$ over the occupied states of both spins, with $t=p/k_F$; integration by parts gives the closed form. Since $g<1$ for $x>0$, screening weakens. With $q_s^2g(x)$ in $W$, a numerical average over the sphere raises $C$ by 3.3 %.

**Mass.** A mass 10 % larger, at fixed $k_F$ and with $q_s$ recalculated, raises $C$ by 13 %.

**Exchange.** Leaving out the interference term $\langle f(x)f(y)\rangle$ in $F$, which amounts to treating the electrons as distinguishable with $w=2W(q)^2$, raises $C$ by 66 %, since $(0.249+0.604)/0.514=1.66$.

The last figure shows how strongly the coefficient depends on the amplitude. Scattering beyond the Born approximation, the frequency dependence of the screening and the real band structure of aluminium are not sized here, so 8 meV/eV² is a model value. The exponent, as derived here, does not depend on the strength or angular form of the amplitude, as long as the amplitude is bounded and tends to a limit with a nonzero average. The derivation also assumes zero temperature, a sharp, spherical Fermi surface in three dimensions, and energies well below $\mu$. It does not cover a real band structure whose Fermi surface is not a sphere, and for some shapes, such as surfaces with large parallel parts, the power can differ. At a finite temperature $T$ the excitation energy must also be far above $k_BT$, because thermal smearing otherwise changes the power.
